# The Laplace expansion and Poisson's equation for a density n(r)Y_lm: test program

```python
"""
Result under test
  Laplace expansion: 1/r12 = sum_l r_<^l / r_>^(l+1) P_l(cos gamma)
  Poisson solution for rho = n(r) Y_lm:  V = v(r) Y_lm with
    v(r) = 4 pi/(2l+1) * [ A(r)/r^(l+1) + r^l B(r) ]
    A(r) = integral_0^r s^(l+2) n(s) ds,  B(r) = integral_r^inf s^(1-l) n(s) ds
Symbols
  r_<, r_> : smaller and larger of the two radii; gamma: angle between vectors
  Y_lm     : orthonormal complex spherical harmonics, Condon-Shortley phase
Atomic units: lengths in bohr, potential of a unit charge is 1/r (hartree).
Example density: rho = z^2 exp(-2r)/pi, the square of a normalised p_z orbital.
"""
from math import comb, factorial, pi, sqrt
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.special import eval_legendre, lpmv

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def gauss(count, low, high):
    nodes, weights = np.polynomial.legendre.leggauss(count)
    half = 0.5 * (high - low)
    return low + half * (nodes + 1.0), half * weights


def sph_harm_lm(l, m, cos_theta, phi):
    k = abs(m)
    norm = sqrt((2 * l + 1) / (4 * pi) * factorial(l - k) / factorial(l + k))
    value = norm * lpmv(k, l, cos_theta) * np.exp(1j * k * phi)
    return value if m >= 0 else (-1) ** k * np.conj(value)


def harmonic_at(l, m, xyz):
    radius = np.sqrt(xyz[0] ** 2 + xyz[1] ** 2 + xyz[2] ** 2)
    cos_theta = np.clip(xyz[2] / radius, -1.0, 1.0)
    return sph_harm_lm(l, m, cos_theta, np.arctan2(xyz[1], xyz[0])), radius


def radial_solution(n, l, r):
    """Return A(r), B(r), v(r) from the two radial integrals."""
    opts = dict(epsabs=0.0, epsrel=1e-11, limit=200)
    inner = quad(lambda s: s ** (l + 2) * n(s), 0.0, r, **opts)[0]
    outer = quad(lambda s: s ** (1.0 - l) * n(s), r, np.inf, **opts)[0]
    v = 4 * pi / (2 * l + 1) * (inner / r ** (l + 1) + r ** l * outer)
    return inner, outer, v


def coulomb_direct(density, point, reach=30.0):
    """Integral of density(r')/|r'-point| in spherical coordinates centred
    on the field point, where the volume element removes the singularity."""
    point = np.asarray(point, dtype=float)
    r = np.linalg.norm(point)
    e3 = point / r
    e1 = np.cross(e3, np.eye(3)[np.argmin(np.abs(e3))])
    e1 /= np.linalg.norm(e1)
    e2 = np.cross(e3, e1)
    u_a, w_a = gauss(60, 0.0, r)
    u_b, w_b = gauss(100, r, r + reach)
    u, wu = np.concatenate([u_a, u_b]), np.concatenate([w_a, w_b])
    c, wc = gauss(120, -1.0, 1.0)
    angles = 2 * pi * np.arange(16) / 16
    U, C, F = np.meshgrid(u, c, angles, indexing="ij")
    S = np.sqrt(1.0 - C ** 2)
    xyz = [point[i] + U * (S * np.cos(F) * e1[i] + S * np.sin(F) * e2[i]
                           + C * e3[i]) for i in range(3)]
    ring_sum = density(xyz).sum(axis=2) * (2 * pi / 16)
    return (wu * u) @ ring_sum @ wc


# --- Coefficients of the generating function: equation, cosine sum, norm
x, t, rad = sp.symbols("x t r", positive=True)
generating = (1 - 2 * x * t + t ** 2) ** sp.Rational(-1, 2)
nodes, weights = gauss(40, -1.0, 1.0)
for l in range(6):
    p = sp.expand(sp.diff(generating, t, l).subs(t, 0) / sp.factorial(l))
    ode = sp.diff((1 - x ** 2) * sp.diff(p, x), x) + l * (l + 1) * p
    assert sp.expand(ode) == 0
    p_num = np.array([float(p.subs(x, node)) for node in nodes])
    assert abs(weights @ p_num ** 2 - 2 / (2 * l + 1)) < 1e-11
    a = [comb(2 * k, k) / 4 ** k for k in range(l + 1)]
    gam = np.arccos(nodes)
    cosine_sum = sum(a[k] * a[l - k] * np.cos((l - 2 * k) * gam)
                     for k in range(l + 1))
    assert np.max(np.abs(cosine_sum - p_num)) < 1e-11
    for power in (l, -l - 1):
        f = rad ** power
        hom = sp.diff(f, rad, 2) + 2 * sp.diff(f, rad) / rad \
            - l * (l + 1) * f / rad ** 2
        assert sp.simplify(hom) == 0


# --- Laplace expansion against the distance itself, with its error bound
def partial_sum(r1, r2, gamma, top):
    small, large = min(r1, r2), max(r1, r2)
    return sum(small ** l / large ** (l + 1) * eval_legendre(l, np.cos(gamma))
               for l in range(top + 1))


def inverse_distance(r1, r2, gamma):
    first = np.array([0.0, 0.0, r1])
    second = r2 * np.array([np.sin(gamma), 0.0, np.cos(gamma)])
    return 1.0 / np.linalg.norm(first - second)


def error_bound(r1, r2, top):
    ratio = min(r1, r2) / max(r1, r2)
    return ratio ** (top + 1) / (1 - ratio) / max(r1, r2)


for r1, r2, gamma in [(1.0, 2.0, pi / 3), (3.0, 2.4, 0.0), (0.7, 1.0, 2.5)]:
    exact = inverse_distance(r1, r2, gamma)
    for top in (0, 1, 2, 4, 8, 16):
        miss = abs(partial_sum(r1, r2, gamma, top) - exact)
        assert miss <= error_bound(r1, r2, top) + 1e-12
    assert abs(partial_sum(r1, r2, gamma, 150) - exact) < 1e-11

# --- Addition theorem for two general directions
ct1, ph1, ct2, ph2 = 0.31, 0.8, -0.62, 2.9
cos_gamma = ct1 * ct2 + sqrt((1 - ct1 ** 2) * (1 - ct2 ** 2)) * np.cos(ph1 - ph2)
for l in range(7):
    total = sum(sph_harm_lm(l, m, ct1, ph1) * np.conj(sph_harm_lm(l, m, ct2, ph2))
                for m in range(-l, l + 1))
    assert abs(total - (2 * l + 1) / (4 * pi) * eval_legendre(l, cos_gamma)) < 1e-12

# --- One charged sphere: the angular integral keeps a single term
cs, ws = gauss(80, -1.0, 1.0)
fs = 2 * pi * np.arange(160) / 160
CS, FS = np.meshgrid(cs, fs, indexing="ij")
SS = np.sqrt(1 - CS ** 2)
st1 = sqrt(1 - ct1 ** 2)
for field_r, shell_r in [(1.0, 2.0), (2.0, 1.0)]:
    dist = np.sqrt((field_r * st1 * np.cos(ph1) - shell_r * SS * np.cos(FS)) ** 2
                   + (field_r * st1 * np.sin(ph1) - shell_r * SS * np.sin(FS)) ** 2
                   + (field_r * ct1 - shell_r * CS) ** 2)
    for l, m in [(0, 0), (2, -1), (3, 2)]:
        integral = ws @ (sph_harm_lm(l, m, CS, FS) / dist).sum(axis=1) * 2 * pi / 160
        small, large = min(field_r, shell_r), max(field_r, shell_r)
        expected = 4 * pi / (2 * l + 1) * small ** l / large ** (l + 1) \
            * sph_harm_lm(l, m, ct1, ph1)
        assert abs(integral - expected) < 1e-10

# --- Radial formula against direct 3D integration and the radial equation
cases = [(3, 2, lambda s: s ** 3 * np.exp(-1.3 * s)),
         (1, -1, lambda s: s * np.exp(-s ** 2)),
         (2, 1, lambda s: s * np.exp(-s))]
field_point = np.array([0.9, -0.5, 1.1])
worst_direct, worst_equation = 0.0, 0.0
for l, m, n in cases:
    def density(xyz):
        y, radius = harmonic_at(l, m, xyz)
        return n(radius) * y
    y_field, r_field = harmonic_at(l, m, field_point)
    formula = radial_solution(n, l, r_field)[2] * y_field
    worst_direct = max(worst_direct,
                       abs(coulomb_direct(density, field_point) - formula))
    h, r0 = 0.02, 1.5
    vm2, vm1, v0, vp1, vp2 = [radial_solution(n, l, r0 + k * h)[2]
                              for k in (-2, -1, 0, 1, 2)]
    d1 = (vm2 - 8 * vm1 + 8 * vp1 - vp2) / (12 * h)
    d2 = (-vm2 + 16 * vm1 - 30 * v0 + 16 * vp1 - vp2) / (12 * h ** 2)
    residual = d2 + 2 * d1 / r0 - l * (l + 1) * v0 / r0 ** 2 + 4 * pi * n(r0)
    worst_equation = max(worst_equation, abs(residual))
# tolerances: quadrature near the origin, and fourth-order differences
assert worst_direct < 1e-5
assert worst_equation < 1e-5


# --- Worked example: charge cloud of a p_z orbital
def cloud(xyz):
    radius = np.sqrt(xyz[0] ** 2 + xyz[1] ** 2 + xyz[2] ** 2)
    return xyz[2] ** 2 * np.exp(-2 * radius) / pi


# projections of cos^2(theta) on Y_00 and Y_20, by angular quadrature
coefficient = {l: 2 * pi * (ws @ (cs ** 2 * sph_harm_lm(l, 0, cs, 0.0).real))
               for l in (0, 2, 4)}
assert abs(coefficient[0] - sqrt(4 * pi) / 3) < 1e-12
assert abs(coefficient[2] - 2 / 3 * sqrt(4 * pi / 5)) < 1e-12
assert abs(coefficient[4]) < 1e-12


def radial_part(l):
    return lambda s: coefficient[l] * s ** 2 * np.exp(-2 * s) / pi


def truncated_exp(y, top):
    return np.exp(-y) * sum(y ** j / factorial(j) for j in range(top + 1))


def closed_forms(r):
    y = 2 * r
    phi0 = (1 - truncated_exp(y, 4)) / r + 0.5 * truncated_exp(y, 3)
    phi2 = 3 * (1 - truncated_exp(y, 6)) / r ** 3 \
        + 2 / 15 * r ** 2 * truncated_exp(y, 1)
    return phi0, phi2


sr, wr = gauss(120, 0.0, 40.0)
R, CT = np.meshgrid(sr, cs, indexing="ij")
rho_grid = cloud([R * np.sqrt(1 - CT ** 2), 0 * R, R * CT])
charge = 2 * pi * (wr * sr ** 2) @ rho_grid @ ws
quadrupole = 2 * pi * (wr * sr ** 4) @ (rho_grid * eval_legendre(2, CT)) @ ws
assert abs(charge - 1) < 1e-10 and abs(quadrupole - 3) < 1e-9

radii = [0.5, 1.0, 2.0, 4.0, 8.0]
table = {}
for r in radii:
    row = {l: radial_solution(radial_part(l), l, r) for l in (0, 2)}
    phi = [row[l][2] * sph_harm_lm(l, 0, 1.0, 0.0).real for l in (0, 2)]
    assert np.allclose(phi, closed_forms(r), rtol=1e-8, atol=1e-11)
    table[r] = (row, phi)

r_show = 2.0
phi0, phi2 = table[r_show][1]
energy_axis = phi0 + phi2 * eval_legendre(2, 1.0)
energy_plane = phi0 + phi2 * eval_legendre(2, 0.0)
direct_axis = coulomb_direct(cloud, [0.0, 0.0, r_show])
direct_plane = coulomb_direct(cloud, [r_show, 0.0, 0.0])
assert abs(direct_axis - energy_axis) < 1e-6
assert abs(direct_plane - energy_plane) < 1e-6

# --- Output
print("Laplace expansion: r1 = 1 bohr, r2 = 2 bohr, gamma = 60 degrees")
print(f"exact 1/r12 = {inverse_distance(1.0, 2.0, pi / 3):.6f} 1/bohr")
for top in (0, 1, 2, 4, 8, 16):
    print(f"  sum to l = {top:2d}: {partial_sum(1.0, 2.0, pi / 3, top):.6f} 1/bohr,"
          f" error bound {error_bound(1.0, 2.0, top):.6f} 1/bohr")
print("General tests with (l,m) = (3,2), (1,-1), (2,1), atomic units")
print(f"  largest |direct 3D integral - radial formula| = {worst_direct:.1e}")
print(f"  largest residual of the radial equation = {worst_equation:.1e}")
print("p_z cloud, rho = z^2 exp(-2r)/pi, atomic units")
print(f"  total charge = {charge:.6f} electrons")
print(f"  quadrupole moment, integral of rho r^2 P_2 = {quadrupole:.6f} bohr^2")
for l in (0, 2):
    print(f"  coefficient of Y_{l}0 in cos^2(theta) = {coefficient[l]:.6f}")
for l in (0, 2):
    print(f"Radial integrals for l = {l} (atomic units): r, A, B, v")
    for r in radii:
        A, B, v = table[r][0][l]
        print(f"  {r:4.1f}  {A:.6f}  {B:.4e}  {v:.6f}")
print("r (bohr), phi0 (hartree), phi2 (hartree), phi2/(3/r^3)")
for r in radii:
    p0, p2 = table[r][1]
    print(f"  {r:4.1f}  {p0:.6f}  {p2:.6f}  {p2 * r ** 3 / quadrupole:.6f}")
print(f"Repulsion energy of a point electron at r = {r_show:.1f} bohr")
print(f"  on the z axis, radial formula: {energy_axis:.6f} hartree"
      f" = {energy_axis * HARTREE_EV:.3f} eV")
print(f"  on the z axis, direct 3D integral: {direct_axis:.6f} hartree")
print(f"  in the xy plane, radial formula: {energy_plane:.6f} hartree"
      f" = {energy_plane * HARTREE_EV:.3f} eV")
print(f"  in the xy plane, direct 3D integral: {direct_plane:.6f} hartree")
print(f"  axis minus plane: {energy_axis - energy_plane:.6f} hartree"
      f" = {(energy_axis - energy_plane) * HARTREE_EV:.3f} eV")
print("success")
```

It prints:

```
Laplace expansion: r1 = 1 bohr, r2 = 2 bohr, gamma = 60 degrees
exact 1/r12 = 0.577350 1/bohr
  sum to l =  0: 0.500000 1/bohr, error bound 0.500000 1/bohr
  sum to l =  1: 0.625000 1/bohr, error bound 0.250000 1/bohr
  sum to l =  2: 0.609375 1/bohr, error bound 0.125000 1/bohr
  sum to l =  4: 0.572998 1/bohr, error bound 0.031250 1/bohr
  sum to l =  8: 0.577655 1/bohr, error bound 0.001953 1/bohr
  sum to l = 16: 0.577350 1/bohr, error bound 0.000008 1/bohr
General tests with (l,m) = (3,2), (1,-1), (2,1), atomic units
  largest |direct 3D integral - radial formula| = 7.9e-08
  largest residual of the radial equation = 8.2e-08
p_z cloud, rho = z^2 exp(-2r)/pi, atomic units
  total charge = 1.000000 electrons
  quadrupole moment, integral of rho r^2 P_2 = 3.000000 bohr^2
  coefficient of Y_00 in cos^2(theta) = 1.181636
  coefficient of Y_20 in cos^2(theta) = 1.056887
Radial integrals for l = 0 (atomic units): r, A, B, v
   0.5  0.001032  1.3837e-01  1.764746
   1.0  0.014853  1.2090e-01  1.705862
   2.0  0.104703  6.1140e-02  1.426175
   4.0  0.253989  5.9776e-03  0.873047
   8.0  0.281982  1.3137e-05  0.443101
Radial integrals for l = 2 (atomic units): r, A, B, v
   0.5  0.000158  6.1881e-02  0.042048
   1.0  0.008580  3.4147e-02  0.107383
   2.0  0.209434  7.7021e-03  0.143226
   4.0  1.299336  2.5392e-04  0.061236
   8.0  1.884769  1.6090e-07  0.009278
r (bohr), phi0 (hartree), phi2 (hartree), phi2/(3/r^3)
   0.5  0.497826  0.026523  0.001105
   1.0  0.481215  0.067736  0.022579
   2.0  0.402317  0.090344  0.240919
   4.0  0.246282  0.038626  0.824031
   8.0  0.124997  0.005852  0.998780
Repulsion energy of a point electron at r = 2.0 bohr
  on the z axis, radial formula: 0.492661 hartree = 13.406 eV
  on the z axis, direct 3D integral: 0.492661 hartree
  in the xy plane, radial formula: 0.357144 hartree = 9.718 eV
  in the xy plane, direct 3D integral: 0.357144 hartree
  axis minus plane: 0.135517 hartree = 3.688 eV
success
```
